# Nearly First-Order Hydrogen Desorption from Paired Dimers on Silicon (100)

## Definitions and conventions

The Si(100)-2x1 surface consists of rows of silicon dimers. Each dimer has two sites for hydrogen, one on each Si atom. Let $d_0$, $d_1$ and $d_2$ be the fractions of dimers holding 0, 1 and 2 H atoms. The coverage $\theta$, in monolayers (ML), is the number of H atoms per surface Si atom:

$$d_0+d_1+d_2=1,\qquad \theta=d_2+\tfrac12 d_1,\qquad 0\le\theta\le1 .$$

Turning two singly occupied dimers into one doubly occupied and one empty dimer lowers the energy by $\varepsilon>0$, whichever sides the single atoms occupied. The entropy of the choice of side is not part of $\varepsilon$; it is counted separately below. Define

$$K=e^{\varepsilon/k_BT}>1 .$$

The model makes three assumptions.

1. H$_2$ leaves only from a doubly occupied dimer, with rate constant $k$.
2. H atoms hop fast enough to keep the dimer populations in equilibrium at the current coverage.
3. Different dimers do not interact.

One desorption event removes two H atoms from a dimer with two Si atoms, so the factors of two cancel:

$$r\equiv-\frac{d\theta}{dt}=k\,d_2 .$$

The local reaction order is $n=d\ln r/d\ln\theta$ at fixed temperature. Readsorption is neglected.

## Dimer populations

Let $z$ be the activity of hydrogen, with the energy of a singly adsorbed atom absorbed in it. An empty dimer has weight 1. A singly occupied dimer has weight $2z$, because the atom may sit on either side. A doubly occupied dimer has weight $Kz^2$. Hence

$$\Xi=1+2z+Kz^2,\quad d_0=\frac1\Xi,\quad d_1=\frac{2z}{\Xi},\quad d_2=\frac{Kz^2}{\Xi}.$$

Since $d_1^2=4z^2/\Xi^2$ and $d_0d_2=Kz^2/\Xi^2$,

$$d_1^2=\frac{4}{K}\,d_0d_2 .$$

The definitions give $d_2=\theta-d_1/2$ and $d_0=1-\theta-d_1/2$. Inserting them,

$$Kd_1^2=4\left(\theta-\tfrac12d_1\right)\left(1-\theta-\tfrac12d_1\right)=4\theta(1-\theta)-2d_1+d_1^2 .$$

With $q=4\theta(1-\theta)$ this is $(K-1)d_1^2+2d_1-q=0$. The positive root is

$$d_1=\frac{S-1}{K-1},\qquad S=\sqrt{1+4(K-1)\theta(1-\theta)} .$$

Because $S^2-1=(K-1)q$, it can be rewritten without the division by $K-1$:

$$d_1=\frac{4\theta(1-\theta)}{1+S},\qquad d_2=\theta-\frac{d_1}{2}=\theta\,\frac{S-1+2\theta}{S+1}.$$

In numerical work at low coverage, $S-1$ should be evaluated as $4(K-1)\theta(1-\theta)/(S+1)$, which avoids subtracting nearly equal numbers.

## The local order

Both $d_2$ and $\theta$ depend on $z$, so $n$ is the ratio of their logarithmic derivatives. First,

$$\frac{d\ln\Xi}{d\ln z}=\frac{2z+2Kz^2}{\Xi}=d_1+2d_2=2\theta,$$

and since $d_2=Kz^2/\Xi$,

$$\frac{d\ln d_2}{d\ln z}=2-2\theta=2(1-\theta).$$

Next, let $N$ be the number of H atoms on a dimer. Its mean is $2\theta$, and the derivative of the mean with respect to $\ln z$ is the variance $V$. Therefore $d\theta/d\ln z=V/2$. With $d_2=\theta-d_1/2$,

$$V=d_1+4d_2-4\theta^2=4\theta-d_1-4\theta^2=q-d_1 .$$

Combining the two derivatives,

$$n=\frac{2(1-\theta)\,\theta}{V/2}=\frac{q}{q-d_1}=\frac{1}{1-1/(1+S)} ,$$

where $d_1=q/(1+S)$ was used. The result is

$$\boxed{\,n=1+\frac1S=1+\frac{1}{\sqrt{1+4(K-1)\theta(1-\theta)}}\,}$$

It holds at every coverage between 0 and 1 within the three assumptions.

The relation $n=q/V$ shows what sets the order. Atoms placed at random give $V=2\theta(1-\theta)=q/2$ and hence $n=2$. If every atom has a partner, a dimer holds either 0 or 2 atoms, $V=q$, and $n=1$. Pairing lowers the order because the number of pairs then grows in proportion to the number of atoms.

## Where each order applies

**Middle coverages.** $S$ is largest at $\theta=1/2$, where $S=\sqrt K$. The minimum order is

$$n_{\min}=1+K^{-1/2}=1+e^{-\varepsilon/2k_BT}.$$

For finite pairing energy the order therefore stays above one. It approaches one at fixed $\theta$ as $K\to\infty$.

To find where $n$ has a chosen value $1+\delta$, set $S=1/\delta$:

$$\theta(1-\theta)=\frac{\delta^{-2}-1}{4(K-1)} .$$

For $\delta=1/2$ this gives the crossover coverage, where the order is 3/2:

$$\theta_c=\frac12\left[1-\sqrt{1-\frac{3}{K-1}}\right]\simeq\frac{3}{4K}\quad(K\gg1).$$

It exists for $K\ge4$; with weaker pairing the order never falls below 3/2. For $\delta=1/4$, the order is at most 1.25 where $\theta(1-\theta)\ge15/[4(K-1)]$, which requires $K\ge16$.

**Low coverage.** For $\theta\ll1$ and $4K\theta\ll1$, $S\simeq1+2(K-1)\theta$. Then

$$d_2\simeq\theta\,\frac{2(K-1)\theta+2\theta}{2}=K\theta^2,\qquad r\simeq kK\theta^2,\qquad n\simeq2-2(K-1)\theta .$$

Most atoms are now alone, because the many ways of placing two separate atoms outweigh the pairing energy. The second-order constant is $kK$, larger than $k$ by the pairing factor.

**Near saturation.** Let $v=1-\theta\ll1/(4K)$. Then $d_1\simeq2v$ and $d_2\simeq1-2v$: each isolated vacancy spoils one pair. The logarithmic slope again tends to 2. The rate tends to the constant $k$, and this slope describes only the small initial fall of the rate, not a $\theta^2$ law over an extended range. It also assumes that the two vacancies left by each desorption event have had time to separate. In a decay that starts at exactly 1 ML they have not, and the order begins near 1. With the rates of the worked example below, well-mixed dimers come close to equilibrium after about 0.02 ML has left. In a single row it takes longer, because a vacancy in a nearly full row moves only when an atom leaves one pair and forms another. How much longer depends on the rate of that move, which equilibrium does not fix. If the atom must pay the pairing energy, so that the vacancy hops at $h/K$ (with $h$ the single-atom hop rate defined below), equilibrium is reached after 0.2 to 0.3 ML has left; if the vacancy hops at $h/2$, after about 0.1 ML. The effect on the rate is small: since $d_2\le\theta$, the rate at 0.9 ML can exceed its equilibrium value by at most 3.6%.

**No pairing energy.** For $K=1$, $S=1$ and $d_2=\theta^2$, so the order is 2 at all coverages. With fast hopping and independent dimers, desorption from one dimer is thus not enough for near-first-order kinetics; the pairing energy is needed too.

## Coverage against time

The decay can be integrated with $z$ as the variable. From $\theta=(z+Kz^2)/\Xi$,

$$\frac{d\theta}{dz}=\frac{(1+2Kz)(1+2z+Kz^2)-(z+Kz^2)(2+2Kz)}{\Xi^2}=\frac{1+2Kz+Kz^2}{\Xi^2}.$$

Dividing by $d_2=Kz^2/\Xi$ gives

$$-Kk\,dt=\frac{1+2Kz+Kz^2}{z^2\,\Xi}\,dz=\left[\frac{2(K-1)}{z}+\frac1{z^2}-\frac{(K-1)(2Kz+4)}{\Xi}\right]dz .$$

To confirm the partial fractions, put the bracket over $z^2\Xi$. The coefficients of $1,z,z^2,z^3$ in the numerator are $1$, $2(K-1)+2=2K$, $4(K-1)+K-4(K-1)=K$ and $2K(K-1)-2K(K-1)=0$, as required.

For the last term write $2Kz+4=(2Kz+2)+2$. The first part integrates to $\ln\Xi$. For the second, $K\Xi=(Kz+1)^2+K-1$, so

$$\int\frac{2\,dz}{\Xi}=\frac{2}{\sqrt{K-1}}\arctan\frac{Kz+1}{\sqrt{K-1}} .$$

An antiderivative is therefore

$$F(z)=2(K-1)\ln z-\frac1z-(K-1)\ln\Xi-2\sqrt{K-1}\,\arctan\frac{Kz+1}{\sqrt{K-1}} .$$

Full coverage corresponds to $z\to\infty$, where $2\ln z-\ln\Xi\to-\ln K$ and the arctangent tends to $\pi/2$. Starting from 1 ML, with the dimers taken to be in equilibrium throughout,

$$Kkt=F(\infty)-F(z),\qquad F(\infty)=-(K-1)\ln K-\pi\sqrt{K-1},\qquad z=\frac{d_1}{2d_0}.$$

At long times $z\simeq\theta\to0$, and the two growing terms are

$$Kkt\simeq\frac1\theta+2(K-1)\ln\frac1\theta .$$

The first gives the second-order tail $\theta\to1/(Kkt)$. The logarithm makes the approach to it slow.

## Apparent activation energy

Let $k=\nu e^{-E/k_BT}$, with $\nu$, $E$ and $\varepsilon$ independent of temperature. At fixed coverage and with $\beta=1/k_BT$,

$$E_{\rm app}=-\frac{\partial\ln r}{\partial\beta}=E-m\,\varepsilon,\qquad m=\frac{\partial\ln d_2}{\partial\ln K}.$$

From $S^2=1+(K-1)q$ follows $\partial S/\partial\ln K=Kq/(2S)$, and from $d_1=q/(1+S)$ follows $\partial d_1/\partial S=-d_1/(1+S)$. Since $d_2=\theta-d_1/2$,

$$m=\frac{1}{d_2}\cdot\frac12\cdot\frac{d_1}{1+S}\cdot\frac{Kq}{2S}=\frac{K\theta(1-\theta)\,d_1}{d_2\,S(1+S)} .$$

At low coverage $d_1\to2\theta$, $d_2\to K\theta^2$ and $S\to1$, so $m\to1$ and $E_{\rm app}\to E-\varepsilon$. Separate atoms gain $\varepsilon$ on pairing, before the desorption barrier $E$ is climbed. A fit that imposes one activation energy on all coverages mixes these regimes.

## Worked example at 700 K

The inputs are rough typical values for monohydride Si(100): $\varepsilon=0.25$ eV, $E=2.5$ eV and $\nu=10^{15}$ s$^{-1}$. At 700 K, $k_BT=0.06032$ eV, so

$$K=e^{0.25/0.06032}=63.1,\qquad k=1.00\times10^{-3}\ {\rm s^{-1}} .$$

The minimum order is $1+1/\sqrt{63.1}=1.126$. The order stays at or below 1.25 from 0.065 to 0.935 ML. It reaches 3/2 at

$$\theta_c=\tfrac12\left[1-\sqrt{1-3/62.1}\right]=0.0122\ {\rm ML}.$$

| $\theta$ (ML) | $n$ | $r$ (ML/s) | $E_{\rm app}$ (eV) | time from 1 ML (s) |
|---|---|---|---|---|
| 0.9 | 1.21 | $8.71\times10^{-4}$ | 2.496 | 107 |
| 0.5 | 1.13 | $4.45\times10^{-4}$ | 2.486 | 743 |
| 0.1 | 1.21 | $6.93\times10^{-5}$ | 2.455 | 2776 |
| 0.0122 | 1.50 | $4.18\times10^{-6}$ | 2.378 | 6962 |
| 0.001 | 1.90 | $5.64\times10^{-8}$ | 2.277 | 25988 |

Between 0.9 and 0.1 ML the coverage falls by a factor of 9 and the rate by 12.6. The mean order over this range is $\ln12.6/\ln9=1.15$, so the data would look nearly first order. A strictly first-order decay with the same $k$ reaches 0.5 ML in 692 s, against 743 s here. The difference becomes large in the tail: 0.001 ML would take 6895 s, but takes 25988 s in the model. The leading tail formula alone gives $1/(Kk\theta)=1.58\times10^4$ s at that coverage, far short of the full value. Adding the logarithmic term gives $2.94\times10^4$ s, which is too long; the constant term of the expansion, about $-219$ in $Kkt$, brings it to $2.59\times10^4$ s.

With $6.78\times10^{14}$ surface Si atoms per cm$^2$, the H$_2$ flux at 0.5 ML is $1.51\times10^{11}$ cm$^{-2}$ s$^{-1}$, half the loss rate of H atoms.

## How fast hopping must be

**Well-mixed dimers.** Let a single H atom hop to the next dimer of its row at rate $h$ per direction, and let it change sides within a dimer much faster. For two neighbouring single atoms, either can hop towards the other, but its landing site is free half the time. They pair at rate $2\times h/2=h$. There is one neighbour bond per dimer along a row, so mixing gives a pairing rate $hd_1^2$ per dimer. Write the reverse rate as $b\,d_0d_2$. Equilibrium requires $hd_1^2=b\,d_0d_2$, and with $d_1^2=4d_0d_2/K$ this gives $b=4h/K$. Including desorption,

$$\frac{d\,d_2}{dt}=hd_1^2-b\,d_0d_2-k\,d_2 .$$

During slow decay $d_2$ follows $\theta$, so to first order in $k/b$ the left side is $(n d_2/\theta)(-k d_2)$. Solving for $d_1^2$, with $h=bK/4$,

$$d_1^2=\frac{4d_0d_2}{K}\left[1+\frac{k(1-nd_2/\theta)}{b\,d_0}\right].$$

Finite hopping thus replaces $K$ by $K$ divided by the bracket.

For the example take a rough hopping barrier of 1.7 eV and prefactor $10^{13}$ s$^{-1}$. Then $h=5.76$ s$^{-1}$ and $k/b=0.0027$. Integrating the rate equations from equilibrium at 0.9 ML gives a rate at $\theta_c$ that is 0.067% below the equilibrium rate at the same coverage; the first-order formula gives the same figure.

**Atoms confined to a row.** Mixing overstates how easily distant atoms meet. To estimate the effect, place two H atoms on a ring of $L$ dimers, so that $\theta=1/L$. The paired arrangements have total weight $LK$; the separated ones have weight $4L(L-1)/2$. The equilibrium pair probability is

$$P=\frac{K}{K+2(L-1)} .$$

Let $u_i$ be the mean time to desorption from arrangement $i$. It obeys $\sum_jQ_{ij}u_j-k_iu_i=-1$, where $Q$ describes hopping and $k_i=k$ for the paired state, zero otherwise. Averaging over the equilibrium distribution removes the hopping term and leaves $kPu_{\rm pair}=1$. Starting from equilibrium, the mean lifetime is therefore $1/(kP)$ plus the mean time $\tau$ to reach the paired state.

The separation $s$ changes by $\pm1$ at rate $2h$ each way. Its mean meeting time $w$ satisfies $2h[w(s+1)+w(s-1)-2w(s)]=-1$ with $w(0)=w(L)=0$, so $w=s(L-s)/(4h)$. Averaging $s(L-s)\simeq L^2/6$ gives

$$\tau\simeq(1-P)\frac{L^2}{24h} ,$$

where the blocked half of the last hops is neglected, a relative correction of order $1/L$.

For $L\gg K$, $1/(kP)\simeq2L/(kK)$. The two times are equal at

$$\theta_{\rm mix}=\frac1L=\frac{kK}{48h}=2.3\times10^{-4}\ {\rm ML}$$

in the example. There the slowest decay rate of the two-atom problem is 0.48 of its equilibrium value; at $\theta_c$ it is 0.99. The ratio of the two times is about $\theta_{\rm mix}/\theta$, which is already 0.23 at 0.001 ML. Under strict row confinement, second-order behaviour therefore occupies a limited window and does not extend to zero coverage. The two-atom estimate leaves out correlations among many atoms and hops between rows. With many atoms in one strictly confined row the lag is larger: the rate is about 0.98 of its equilibrium value at $\theta_c$, 0.82 at 0.002 ML and 0.75 at 0.001 ML, against 0.99, 0.91 and 0.82 for two atoms.

## Comparison with real surfaces

Near-first-order H$_2$ desorption is a known property of the monohydride Si(100) surface, and the energies used here are of the right rough size. The rates scale with $k$ and the times with $1/k$, so an error of 0.1 eV in $E$ alone changes them by a factor of about five at 700 K. The digits given for them above serve for comparison within the model, not as predictions. The order and the crossover coverage do not depend on $k$ within the model. The following changes, each made with the other inputs fixed, show how sensitive they are.

- **Pairing energy.** Values of 0.20 and 0.30 eV move $\theta_c$ to 0.029 and 0.0053 ML, and the minimum order to 1.19 and 1.08. This is the most sensitive input to the crossover among those varied here.
- **Attraction between paired neighbours.** An attraction of 0.03 eV along a row changes the minimum-region order at 0.5 ML from 1.126 to 1.121, and $\theta_c$ from 0.0122 to 0.0124 ML.
- **Steps.** With steps one atomic layer high, a miscut of 0.1 degrees gives terraces 78 nm wide and about 0.005 ML of step sites, counting one site per surface lattice spacing at each edge. This is 40% of $\theta_c$. If steps bind or release hydrogen differently from terraces, they can mask the return to second order.
- **Desorption from two dimers.** Real surfaces also offer paths that involve neighbouring dimers, which breaks the first assumption. Suppose a path needs two adjacent paired dimers and adds $k'd_2^2$ to the rate. If it carries a share $s_2$ of the total, the order is $n[(1-s_2)+2s_2]=n(1+s_2)$. A share of 20% raises the order at 0.5 ML from 1.13 to 1.35.

The last result assumes that paired dimers are distributed independently; clustering would change it. A measured order near one is consistent with desorption from single paired dimers but does not establish that path. Dihydride formation and etching, which matter above 1 ML, are outside the model.

If the three assumptions do hold, the minimum order yields the pairing factor through $K=(n_{\min}-1)^{-2}$. The estimate is sensitive: for small errors $|\delta K|/K=2|\delta n|/(n_{\min}-1)$. Reading an order of 1.126 as 1.146 lowers $K$ by 26%, and reading it as 1.106 raises $K$ by 41%. The low-coverage constant $kK$, divided by the value of $k$ found from the rate near full coverage, gives a second estimate. This requires data well below $1/(4K)$ but well above $\theta_{\rm mix}$, and step sites that are few compared with the hydrogen present. In the example the two coverage limits are only a factor of 17 apart, and the 0.005 ML of step sites at a miscut of 0.1 degrees already exceeds every coverage between them, so a much smaller miscut would be needed. If atoms were strictly confined to rows, the two-atom estimate implies that this value of $K$ would be about a quarter too low even at the best coverage, and with many atoms in the row it is about a third too low, so it serves as a rough check only. The complete values for the example are in the numerical output.

## Calculated quantities

```
Temperature 700 K, kT = 0.06032 eV
Pairing energy 0.25 eV, K = 63.08
Desorption barrier 2.50 eV, prefactor 1e+15 /s
Hop barrier 1.70 eV, prefactor 1e+13 /s
Desorption constant k = 1.0018e-03 /s, 1/k = 998.2 s
Single-H hop rate h = 5.762 /s per direction
Pair-splitting constant b = 0.3653 /s, k/b = 0.00274
Minimum order, at 0.5 ML: 1.1259
Order 1.5 at coverage 0.01223 ML
Order <= 1.25 from 0.0646 to 0.9354 ML
Low-coverage scale 1/(4K) = 0.00396 ML
Columns: theta (ML), d1, d2, order, rate (ML/s), E_app (eV), time from 1 ML (s)
0.90000  0.06173  8.6914e-01  1.2069  8.7072e-04  2.4964  107.4
0.50000  0.11182  4.4409e-01  1.1259  4.4490e-04  2.4860  743.0
0.20000  0.08669  1.5665e-01  1.1567  1.5694e-04  2.4704  1837.6
0.10000  0.06173  6.9137e-02  1.2069  6.9263e-05  2.4550  2775.7
0.05000  0.04151  2.9245e-02  1.2796  2.9298e-05  2.4351  3860.5
0.01223  0.01611  4.1764e-03  1.5000  4.1840e-06  2.3775  6962.3
0.00300  0.00516  4.2171e-04  1.7575  4.2248e-07  2.3117  13381.7
0.00100  0.00189  5.6291e-05  1.8951  5.6394e-08  2.2767  25988.1
Pure first-order time from 1 to 0.5 ML: 691.9 s
Pure first-order time from 1 to 0.001 ML: 6895.2 s
Surface Si density 6.783e+14 /cm2
H2 flux at 0.5 ML: 1.509e+11 /(cm2 s)
Sizes of neglected effects:
Well-mixed hopping lag of rate at order 1.5: 0.0669 %
The same lag from the first-order formula: 0.0668 %
Row-confined rate / equilibrium rate at order 1.5: 0.9894
Row-confined equilibrium fails near 2.285e-04 ML
Rate / equilibrium rate there: 0.4763
Model order at that coverage: 1.9728
Row attraction 0.03 eV: order at 0.5 ML = 1.1206
Row attraction 0.03 eV: order 1.5 at 0.01243 ML
Pairing energy 0.20 eV: minimum order 1.1906, order 1.5 at 0.02911 ML
Pairing energy 0.30 eV: minimum order 1.0832, order 1.5 at 0.00525 ML
Miscut 0.1 deg: terrace 77.8 nm, step sites 0.00494 ML
Two-dimer path with 20 % of rate: order at 0.5 ML = 1.3511
```
